# Vapour Pressures and Vaporisation Enthalpy from Calibrated Heating-Ramp Mass Loss

Suppose that a solid in an open cup loses mass at a rate $r$ proportional to its vapour pressure, $r=Kp$, with the same $K$ at two temperatures. If the vaporisation enthalpy $H$ is constant and the vapour is ideal, $\ln p$ is linear in $1/T$ with slope $-H/R$, and two rates suffice:

$$H=\frac{R\ln(r_2/r_1)}{1/T_1-1/T_2}.$$

The coefficient $K$ has cancelled. It would be needed for $p$, but not for $H$.

Take two rates from a simulated run whose true enthalpy is 120 kJ/mol: 0.0811 µg/s at 401.65 K and 3.8850 µg/s at 448.32 K. The logarithm of their ratio is 3.869 and the difference of inverse temperatures is $2.592\times10^{-4}$ K$^{-1}$, so $H=124.1$ kJ/mol. Part of the excess arises because $K$ depends on temperature; the rest comes from errors put into this run. A usable scheme must calibrate the first and put a size on the second.

## What the coefficient contains

Let the cup have area $A$ and a gas column of length $L$ above the solid. The total pressure is $P$, the gas is ideal with molar density $c=P/(RT)$, and a purge keeps the vapour mole fraction $x$ at zero at the mouth. The carrier gas has no net flux, so the molar vapour flux $N$ is diffusion plus the share carried by the flow that evaporation itself causes:

$$N=-cD\frac{dx}{dz}+xN
\quad\Rightarrow\quad
N\,dz=-cD\frac{dx}{1-x}.$$

In steady state $N$ is uniform. Integrating from the surface, where $x=p/P$, to the mouth gives $NL=-cD\ln(1-p/P)$. Multiplying by $A$ and the molar mass $M$,

$$r=M\,g(T)\,\Lambda(p),\qquad g=\frac{AD}{LRT},\qquad
\Lambda=-P\ln\!\left(1-\frac pP\right).$$

For dilute vapour $\Lambda\approx p(1+p/2P)$, so the simple proportionality returns. As $p\to P$, $\Lambda$ diverges; no finite heat supply can sustain such a loss, and the isothermal model fails.

The model takes $D\propto T^{1.75}$ at fixed pressure, hence $g\propto T^{q}$ with $q=0.75$. Over the two temperatures above this contributes $0.75\,R\ln(448.32/401.65)/(2.592\times10^{-4}\ \mathrm{K^{-1}})=2.6$ kJ/mol to the naive enthalpy.

Free evaporation into vacuum, at unit sticking, has the mass flux $p\sqrt{M/(2\pi RT)}$, which corresponds to $q=-1/2$. Dividing it by the dilute diffusive flux $MDp/(LRT)$ gives $\sqrt{RT/(2\pi M)}\,L/D$, which is $2.2\times10^4$ in the example. Diffusion is the bottleneck by a wide margin. The calibrated coefficient is therefore not a universal vacuum constant: it contains the diffusivity of the particular vapour.

## Obtaining a rate without differentiating noise

With 1 µg of white noise per reading and one reading per second, the difference of neighbouring readings has a noise of $\sqrt2$ µg/s, far above the cold signal. Instead, fit a straight line to each disjoint window of $n$ readings. With times $\tau_j$ measured from the window centre, the rate is $-\sum\tau_jm_j/\sum\tau_j^2$. Since $\sum\tau_j^2=\Delta t^2n(n^2-1)/12$,

$$\sigma_r=\frac{\sigma_m}{\Delta t}\sqrt{\frac{12}{n(n^2-1)}}.$$

For $n=100$ this is 0.0035 µg/s. Disjoint windows have independent noise.

A longer window costs curvature bias. In the Taylor series of $m$, the cubic term $m'''\tau^3/6$ adds $(m'''/6)\langle\tau^4\rangle/\langle\tau^2\rangle$ to the slope; the quadratic term drops out by symmetry. For half-width $h$, $\langle\tau^4\rangle/\langle\tau^2\rangle=(h^4/5)/(h^2/3)=3h^2/5$, so the addition is $m'''h^2/10$. If the rate grows locally as $e^{\kappa t}$, then $m'''=\kappa^2m'$ and the relative bias is $(\kappa h)^2/10$. In the middle window this estimate is 0.185%; because $\kappa$ itself falls along the ramp, the actual bias is 0.175%.

The same $\kappa$ measures the departure from steady diffusion. For dilute vapour with surface concentration $\propto e^{\kappa t}$, the equation $Dc_v''=\kappa c_v$ with $c_v=0$ at the mouth gives $c_v\propto\sinh[a(1-z/L)]$, where $a^2=\kappa L^2/D$. The surface flux is then $a\coth a\approx1+a^2/3$ times its steady value. In the middle window this is about $+0.23\%$. The flux at the mouth is $a/\sinh a\approx1-a^2/6$ times the steady value, and the balance also weighs the heavy vapour stored in the cup, so the measured rate is about 0.08% below its steady value. With both runs affected, $H$ moves by less than 0.01 kJ/mol.

## Calibration and inversion

Run a reference of known vapour pressure in the same cup, at the same fill height and on the same ramp. Each window gives one value of $g$, and these are fitted by

$$\ln\frac{r_{\rm ref}}{M_{\rm ref}\Lambda(p_{\rm ref})}
=\ln g_0+q\ln\frac T{T_0},\qquad T_0=430\ \mathrm K.$$

The sample diffuses differently, so let $\chi=D_{\rm sample}/D_{\rm ref}$. Solving the rate law for pressure and fitting the result,

$$p=P\left[1-\exp\!\left(-\frac{r}{M\chi gP}\right)\right],\qquad
\ln p=a-\frac HR\left(\frac1T-\frac1{T_0}\right).$$

Constant rate noise gives $\ln r$ the variance $\sigma_r^2/r^2$, so both fits use weights $w=r^2$. The first pass takes $r$ from the measurements and the second from the fitted curve, which reduces the coupling between a point's noise and its weight.

## How an error reaches the enthalpy

Write $x_i=1/T_i$ from here on, with weighted mean $\bar x$. An error $y_i$ in $\ln p_i$ changes the fitted enthalpy by

$$S[y]=-R\,\frac{\sum_iw_i(x_i-\bar x)y_i}{\sum_iw_i(x_i-\bar x)^2}.$$

Hence $S[1]=0$ and $S[1/T]=-R$. For a smooth function $f(x)$, a second-order expansion about $\bar x$ gives

$$S[f]\approx-R\left[f'(\bar x)+\tfrac12sf''(\bar x)\right]\approx-Rf'\!\left(\bar x+\tfrac s2\right),\qquad
s=\frac{\sum w(x-\bar x)^3}{\sum w(x-\bar x)^2}.$$

To this order the evaluation point is the same for every function that curves gently over the ramp. The drift term $1/r$ met below is too steep for this, so its effect is computed from the full sum. Define an effective temperature by $S[\ln T]=RT_{\rm eff}$. Since $\ln T=-\ln x$ has derivative $-1/x=-T$, that point is $1/T_{\rm eff}$ to this order. Here $T_{\rm eff}=437$ K, above the middle of the ramp because the weights favour the hot end.

The following forms hold to first order for dilute vapour, with both runs covering the same temperatures.

**Scale and exponent.** A constant error in $g$, $\chi$ or $L$ shifts $\ln p$ uniformly and leaves $H$ unchanged. An error $\delta q$ puts $-\delta q\ln(T/T_0)$ into $\ln p$, so

$$\delta H=-RT_{\rm eff}\,\delta q.$$

Using the vacuum exponent means $\delta q=-0.5-0.75=-1.25$, which raises $H$ by 4.5 kJ/mol. Likewise, if the sample's true exponent exceeds the reference's by 0.1, the recovered $H$ is too high by 0.36 kJ/mol.

**Reference enthalpy.** If the assumed $H_{\rm ref}$ is too large by $\epsilon$, $\ln p_{\rm ref}$ acquires $-(\epsilon/R)(1/T-1/T_0)$. The reference pressure stands in the denominator of $g$, and $g$ in the denominator of the sample pressure, so the sample's $\ln p$ acquires the same term. Applying $S$ gives $\delta H=+\epsilon$. The power law reproduces a line in $1/T$ closely over this range; the full propagation gives 1.005 instead of 1.

**Thermometer.** Let reading minus truth be $\delta+\gamma(T-T_0)$. If $q$ is fixed beforehand, the pressure assigned to a reading belongs to a slightly different temperature, and the leading error in $\ln p$ is

$$-\frac H{RT^2}\left[\delta+\gamma(T-T_0)\right]
=-\frac HR\left[\delta x^2+\gamma(x-T_0x^2)\right].$$

With $S[x]=-R$ and $S[x^2]\approx-2R/T_{\rm eff}$,

$$\delta H\approx H\left[\frac{2\delta}{T_{\rm eff}}+\gamma\left(1-\frac{2T_0}{T_{\rm eff}}\right)\right].$$

The temperature dependence of $g$ adds $-q\delta/T$ to $\ln p$ for a pure offset, hence $+qR\delta$ to $H$. A 1 K offset gives $0.549+0.006=0.555$ kJ/mol.

Now let the reference run share the thermometer error and fit $q$ from it. In the dilute limit the calibration returns $g(T)p_{\rm ref}(T)/p_{\rm ref}(T_{\rm read})$. Dividing this into the sample signal $g(T)p(T)$ gives

$$\hat p(T_{\rm read})=p(T)\,\frac{p_{\rm ref}(T_{\rm read})}{p_{\rm ref}(T)}.$$

The factor $g(T)$ cancels, and the reference contributes the opposite temperature error. So $H$ before the bracket is replaced by $H-H_{\rm ref}$. The 1 K offset now costs 0.09 kJ/mol, because the two enthalpies differ by 20 instead of 120 kJ/mol. Offsets that differ between runs do not cancel in this way.

**Baseline.** Blank subtraction may leave a linear drift that adds $d$ to the apparent rate, so $\delta\ln p=d/r$. A drift of 0.2 µg/min, or 0.0033 µg/s, is 4% of the coldest rate quoted above and 0.09% of the hottest. It lifts the cold end and lowers $H$, by 0.35 kJ/mol in the weighted fit. With equal weights for the sample fit and all else unchanged, the loss is 1.14 kJ/mol. The same drift in the reference run raises $H$ by 0.25 kJ/mol, so a drift common to both would leave a net change of $-0.10$ kJ/mol.

## Keeping the correlations

Let $e_s$ be the error in the sample's $\ln[r/(M\chi)]$ and $e_r$ that in the reference's $\ln g$, one entry per window; an error in the assumed $\chi$ enters $e_s$ with a minus sign. The design matrix $X$ has rows $(1,-(1/T_i-1/T_0)/R)$, and $Z$ has rows $(1,\ln(T_i/T_0))$. With diagonal weight matrices $W_s$ and $W_r$, the normal equations give

$$B=(X^TW_sX)^{-1}X^TW_s,\qquad C=(Z^TW_rZ)^{-1}Z^TW_r.$$

The calibration error at the sample temperatures is $ZCe_r$, and it is subtracted because $g$ divides the rate. This difference is an error in $\ln\Lambda$. Division by $F=d\ln\Lambda/d\ln p$, a diagonal matrix, turns it into an error in $\ln p$:

$$\begin{pmatrix}\delta a\\ \delta H\end{pmatrix}
=BF^{-1}\left(e_s-ZCe_r\right).$$

Since $F\approx1+p/2P$ varies along the ramp, a scale error has a small effect on $H$ outside the dilute limit: 0.012 kJ/mol for 10% in $\chi$.

Each independent systematic source, taken at one standard deviation, gives a vector $v=(\delta a,\delta H)^T$ and adds $vv^T$ to the covariance. White noise in the two runs adds

$$BF^{-1}V_sF^{-1}B^T+BF^{-1}ZC\,V_r\,C^TZ^TF^{-1}B^T,$$

where $V_s$ and $V_r$ are diagonal with entries $\sigma_r^2/r_i^2$ of the respective run. For a source at temperature $T_b$, put $u=(1/T_b-1/T_0)/R$. Then $\ln p(T_b)=a-uH$ and

$$\operatorname{var}\ln p(T_b)=\operatorname{var}a-2u\operatorname{cov}(a,H)+u^2\operatorname{var}H.$$

## A precursor example

The sample has $M=324$ g/mol, $H=120$ kJ/mol and 100 Pa at 430 K; the reference has 178 g/mol, 100 kJ/mol and 200 Pa. A 0.50 cm² cup with a 5 mm gas path is heated from 400 to 450 K at 2 K/min in nitrogen at 1 atm. The true $\chi$ is 0.80. Hidden errors were drawn at random for one simulated experiment.

At 424.98 K the sample rate is 0.6235 µg/s. The fitted calibration, 36.08 pmol/(s Pa) at 430 K with $q=1.130$, gives

$$g=36.08\left(\frac{424.98}{430}\right)^{1.130}=35.60\ \mathrm{pmol/(s\,Pa)},\qquad \frac r{Mg}=54.05\ \mathrm{Pa}.$$

The recovered pressure, 62.67 Pa, shows that the $\chi$ supplied to this run was $54.05/62.69=0.862$, since $\Lambda(62.67\ \mathrm{Pa})=62.69$ Pa. The true pressure is 67.29 Pa, so the recovered one is 6.9% low. The error in $\chi$ alone would make it 7.2% low; the other errors offset a little of this.

The fit gives $H=119.7\pm1.2$ kJ/mol, or 1.241 eV per molecule, and $p(430\ \mathrm K)=93$ Pa, or 0.70 Torr, with 11% standard uncertainty. The fitted $q$ is 0.38 above the reference's true 0.75, which alone would lower $H$ by 1.4 kJ/mol. The actual deficit is 0.3 kJ/mol, so other errors offset most of it. In this run the shared gain error was $-1.3\%$: it raised $q$ by 0.37 and would have raised $H$ by 1.6 kJ/mol at fixed $q$, for a net $+0.24$. The sample's true exponent was also 0.16 above the reference's, adding 0.6 kJ/mol, while the reference enthalpy and the sample drift removed 0.55 and 0.39. The fitted result alone does not separate these contributions.

The variance of $H$, in (kJ/mol)², is 1.01 from the reference enthalpy, 0.13 from the exponent mismatch, 0.18 from the two drifts, 0.09 from the thermometer terms and 0.04 from mass noise. The sum is 1.45, whose root is 1.20 kJ/mol. Three thousand simulated pairs of runs, with Gaussian errors of the assumed sizes, scatter by 1.20 kJ/mol in $H$ and 10.9% in $p(430\ \mathrm K)$. The input uncertainties and separate effects are in the numerical output.

Fixing $q$ would remove the dependence of $H$ on the reference enthalpy's error, though $p(430\ \mathrm K)$ would then move by 0.8% per kJ/mol. But the assumed thermometer errors, 1 K in offset and 1% in gain, would then give about 0.6 and 1.2 kJ/mol, together about 1.3 in quadrature. For these uncertainties the fitted calibration is preferable even if $q$ were known perfectly. A better thermometer could reverse the choice.

At a 380 K source the fit predicts 1.14 Pa with 12% uncertainty; the true value is 1.21 Pa. Here $u=0.0368$ (kJ/mol)$^{-1}$, so the enthalpy alone contributes 4.4%. Adding this in quadrature to 11.0% gives 11.9%; the negative covariance of $a$ and $H$ raises the total to 12.2%.

## Where real precursors depart from the model

These round parameters are illustrative. The molar masses are those of aluminium acetylacetonate and anthracene, but the pressures, enthalpies and diffusivities are not measured values for either. The 1.1 Pa predicted at 380 K is a saturation pressure: a carrier stream that does not saturate delivers less. The model also assumes intact vaporisation, which mass loss alone cannot verify. A gas-forming first-order decomposition with rate constant $1.8\times10^{-6}$ s$^{-1}$, acting on the initial 20 mg, would supply 1% of the mass loss at the top of the ramp.

Evaporation also cools the surface, by $rH/(MG)$ for a thermal conductance $G$ to the furnace. With an assumed $G=5$ mW/K this reaches 0.26 K. Cooling in the sample run alone would shift $H$ by $-1.1$ kJ/mol; cooling in both runs shifts it by $+0.2$. The error in $\ln p$ scales as $(r/M)H^2$. Since $r$ itself varies roughly as $e^{-H/RT}$, the slope of this error against $1/T$, which is what shifts the fitted enthalpy, scales as $(r/M)H^3$. At the top of the ramp this is larger for the reference, so the sign reverses.

Three smaller effects also move $H$. The sample's own buoyancy falls as the gas thins, which mimics a mass gain and adds 0.1 kJ/mol; buoyancy of the reference acts the other way. Recession of the sample surface lengthens the path by 0.4% and subtracts 0.3 kJ/mol if the reference does not recede; if both recede at the same solid density, the net shift is only $+0.03$ kJ/mol. A heat-capacity change $\Delta C_p$ makes $H(T)=H(T_0)+\Delta C_p(T-T_0)$. Integrating $d\ln p/dT=H(T)/(RT^2)$ then adds to $\ln p$ the term

$$\frac{\Delta C_p}{R}\left[\ln\frac T{T_0}+\frac{T_0}T-1\right].$$

Applying $S$ gives $\Delta C_p(T_{\rm eff}-T_0)$: the fit returns the enthalpy at $T_{\rm eff}$. For $-40$ J/(mol K) the shift is $-0.3$ kJ/mol. The same bracket with $T_0$ replaced by $T_{\rm eff}$ measures the departure from the tangent line there. At 380 K it lowers the pressure by about 5%, which must be added to the delivery budget if $\Delta C_p$ is unknown.

At the hot end the vapour-laden gas is 4% denser than nitrogen. In an upright cup this favours stable layering, but flow across the mouth can still change the effective path. The cup's radius, 4 mm, is comparable with its 5 mm path, so $x=0$ at the mouth is an idealisation: with still gas outside, diffusion beyond the mouth adds about 3 mm of path and cuts the rate to about 0.6 of the ideal value. A purely diffusive addition is absorbed by the calibration, but above roughly 0.2 cm/s the purge changes it by an amount that need not scale with $D$, so $\chi$ and $q$ are then only effective values. Unequal filling does so too: a 0.2 mm difference in a 5 mm path changes $p$ by 4%, while a constant difference leaves $H$ unchanged in the dilute limit.

## Table of computed values

```
sample: M 324 g/mol, H 120 kJ/mol, p(430 K) 100 Pa
reference: M 178 g/mol, H 100 kJ/mol, p(430 K) 200 Pa
cup area 0.50 cm2, path 5.0 mm, gas 101325 Pa
D reference at 430 K 0.120 cm2/s, chi 0.80, true q 0.75
ramp 2.0 K/min, 15 windows of 100 s, start mass 20 mg
mass noise 1.0 ug, rate noise 0.00346 ug/s
curvature bias of mid-window rate 0.185 %
noise-free recovered H 119.993 kJ/mol
one experiment: T K, sample ug/s, ref ug/s, p Pa, true p Pa
  401.65 0.0811 0.1646 8.69 9.36
  414.98 0.2725 0.4330 28.14 29.68
  424.98 0.6235 0.8898 62.67 67.29
  434.98 1.4034 1.7520 137.33 146.89
  448.32 3.8850 4.1063 367.01 394.06
fitted g at 430 K 36.08 pmol/(s Pa), fitted q 1.130
fitted H 119.73 +- 1.20 kJ/mol = 1.2409 eV
p(430 K) 93.4 Pa = 0.701 Torr, +- 11.0 %
p(380 K) 1.140 Pa = 0.00855 Torr, +- 12.2 %
true p(380 K) 1.208 Pa
budget: input sd, effect on H kJ/mol, on ln p(430 K) in %
  T offset common: 1 K, +0.090, -1.29
  T gain common: 0.01 K/K, -0.181, -0.01
  T offset sample: 0.3 K, +0.167, -2.39
  T offset ref: 0.3 K, -0.140, +2.01
  drift sample: 0.003333 ug/s, -0.348, +0.45
  drift ref: 0.003333 ug/s, +0.248, -0.34
  H of reference: 1 kJ/mol, +1.005, -0.00
  ln p of reference: 0.03 1, +0.001, +3.00
  ln chi: 0.1 1, +0.012, -10.00
  exponent mismatch: 0.1 1, +0.363, +0.00
  sample noise: 0.158, 0.15
  ref noise: 0.115, 0.10
Monte Carlo sd: H 1.202 kJ/mol, p430 10.93 %, p380 12.16 %
effective temperature of H 437.26 K
1 K common offset: H +0.088, with fixed q +0.555 kJ/mol
sample drift, unweighted fit: H -1.139 kJ/mol
vacuum temperature law: H bias +4.54 kJ/mol
free evaporation / diffusion rate 2.18e+04
heat link 5 mW/K: cooling at top 0.263 K
cooling, H shift: both runs +0.184, sample only -1.136 kJ/mol
solid density 1.3 g/cm3: buoyancy H shift +0.105 kJ/mol
path growth 0.42 %, H shift -0.268 kJ/mol
dCp -40 J/(mol K): H shift -0.291 kJ/mol
vapour storage correction 0.236 %
vapour-laden gas denser by 4.11 % at top
decomposition giving 1 % of top rate 1.77e-06 1/s
```
